\section*{Landau-Zener transmission coefficient for a small-polaron hop}

\section{Problem}

In a transition-metal-oxide switching layer an electron can be trapped on a cation by the lattice distortion it creates. It moves by hopping, with its distortion, to an equivalent neighbouring cation. Describe one hop by a single classical lattice coordinate $s$ and two diabatic energies
\begin{equation}
E_1(s)=\lambda s^2,\qquad E_2(s)=\lambda(1-s)^2 ,
\end{equation}
coupled by a constant $V$. Here $s=0$ and $s=1$ are the relaxed lattices of reactant and product, and $\lambda$ is the reorganization energy. Take $\lambda=0.8$ eV, $V=0.05$ eV, phonon energy $\hbar\omega=50$ meV and $T=300$ K.

\begin{enumerate}
\item Find the probability $P$ that the electron changes diabat in one passage of the crossing, for a linear sweep of the energy gap.
\item Express $P$ through $\lambda$, $V$, $\hbar\omega$ and $T$, using the Maxwell mean speed.
\item Include repeated passages and calculate the electronic transmission coefficient $\kappa$.
\item Examine weak and strong coupling, and find the hopping rate.
\item Judge how far the value of $\kappa$ can be trusted for these parameters.
\end{enumerate}

\section{One passage of the crossing}

Near the crossing let the gap be $E_1-E_2=\alpha t$ with constant $\alpha>0$. The common part of the two energies gives only a common phase and is dropped. The amplitudes obey
\begin{equation}
i\hbar\dot c_1=\tfrac12\alpha t\,c_1+Vc_2,\qquad
i\hbar\dot c_2=Vc_1-\tfrac12\alpha t\,c_2 .
\end{equation}
Put $\beta=\alpha/4\hbar$, $c_1=A e^{-i\beta t^2}$ and $c_2=B e^{i\beta t^2}$. The diagonal terms cancel, leaving
\begin{equation}
\dot A=-\frac{iV}{\hbar}Be^{2i\beta t^2},\qquad
\dot B=-\frac{iV}{\hbar}Ae^{-2i\beta t^2}.
\label{eq:ab}
\end{equation}
Differentiating the first equation and eliminating $B$ gives
\begin{equation}
\ddot A-4i\beta t\dot A+\frac{V^2}{\hbar^2}A=0 .
\label{eq:A}
\end{equation}

Seek $A(t)=\int_C f(p)e^{ipt}\,dp$. In the middle term, $t e^{ipt}=-i\,\partial_p e^{ipt}$, so $t\dot A=\int_C pf\,\partial_pe^{ipt}dp=-\int_C(pf)'e^{ipt}dp$, provided the end terms vanish. Equation \eqref{eq:A} then requires
\begin{equation}
4i\beta(pf)'=\left(p^2-\frac{V^2}{\hbar^2}\right)f .
\end{equation}
For $g=pf$ this is $g'/g=-ip/4\beta+i\nu/p$, where
\begin{equation}
\nu=\frac{V^2}{4\beta\hbar^2}=\frac{V^2}{\hbar\alpha}.
\end{equation}
Integration gives
\begin{equation}
A(t)=\int_C p^{i\nu-1}\exp\left(ipt-\frac{ip^2}{8\beta}\right)dp .
\label{eq:contour}
\end{equation}
Let $C$ come in from infinity along $\arg p=-\pi/4$, circle the origin once anticlockwise, and leave along $\arg p=7\pi/4$. The integrand decays as a Gaussian at both ends, so the end terms do vanish.

For $t<0$, turn both legs to the negative imaginary axis, with arguments $-\pi/2$ and $3\pi/2$. During this turn both exponential factors remain bounded and at least one decays. Setting $p=e^{-i\pi/2}q/|t|$ makes $ipt=-q$. As $|t|\to\infty$ the quadratic term, of size $q^2/8\beta t^2$, disappears, and
\begin{equation}
A\to\left(\frac{e^{-i\pi/2}}{|t|}\right)^{i\nu}J,\qquad
J=\int_H q^{i\nu-1}e^{-q}dq ,
\end{equation}
where $H$ comes in along the positive axis, circles zero and leaves with argument $2\pi$. Its value, $J=(e^{-2\pi\nu}-1)\Gamma(i\nu)$, is not zero. The derivative $\dot A$ contains one more factor $p\sim1/|t|$ and vanishes, so by \eqref{eq:ab} $B\to0$. The solution therefore starts in diabat 1, as required.

For $t>0$, let each leg follow the line $p=4\beta t+re^{-i\pi/4}$ from infinity to the point $4i\beta t$, and then the imaginary axis towards the origin. On the line the exponent is $2i\beta t^2-r^2/8\beta$. Since $|p|\ge2\sqrt2\,\beta t$ there, the factor $1/p$ makes this part of $A$ vanish as $1/t$. On the axis put $p=e^{i\pi/2}q/t$, so that again $ipt=-q$. The remaining part is
\begin{equation}
A\to\left(\frac{e^{i\pi/2}}{t}\right)^{i\nu}J .
\end{equation}
A factor $t^{-i\nu}$ with positive $t$ has modulus one, while $|(e^{i\theta})^{i\nu}|=e^{-\nu\theta}$. Hence
\begin{equation}
\frac{|A(+\infty)|}{|A(-\infty)|}
=\frac{e^{-\pi\nu/2}}{e^{\pi\nu/2}}=e^{-\pi\nu}.
\end{equation}
The probability of staying on the diabat is the square of this ratio, and the probability of changing diabat is
\begin{equation}
P=1-\exp\left(-\frac{2\pi V^2}{\hbar\alpha}\right).
\label{eq:lz}
\end{equation}
Reversing the sweep exchanges the labels of the two states and leaves $P$ unchanged. A slow sweep gives $P\to1$: the electron follows the lattice and the system stays on one adiabatic energy sheet.

\section{The thermal sweep rate}

The diabats cross at $s=1/2$, at energy $\lambda/4$. Their difference is
\begin{equation}
E_1-E_2=\lambda(2s-1),
\end{equation}
with slope $2\lambda$. The effective mass $M$ follows from $\lambda s^2=\frac12M\omega^2s^2$, so $M=2\lambda/\omega^2$. Because $s$ is dimensionless, its speed has the unit s$^{-1}$. The one-dimensional Maxwell mean is
\begin{equation}
\bar v=2\sqrt{\frac{M}{2\pi k_BT}}\int_0^\infty v\,e^{-Mv^2/2k_BT}dv
=\sqrt{\frac{2k_BT}{\pi M}}
=\omega\sqrt{\frac{k_BT}{\pi\lambda}} .
\end{equation}
The gap therefore sweeps at
\begin{equation}
\alpha=2\lambda\bar v=2\omega\sqrt{\frac{\lambda k_BT}{\pi}} ,
\end{equation}
and \eqref{eq:lz} becomes
\begin{equation}
P=1-e^{-x},\qquad
x=\frac{\pi^{3/2}V^2}{\hbar\omega\sqrt{\lambda k_BT}} .
\label{eq:x}
\end{equation}
In this formula $V$ is half the minimum adiabatic gap, and $\hbar\omega$ is the full phonon energy.

With $k_BT=0.025852$ eV, $\sqrt{\lambda k_BT}=0.14381$ eV and
\begin{equation}
x=\frac{5.568\times(0.05)^2}{0.05\times0.14381}=1.936,
\qquad P=1-0.1443=0.856 .
\end{equation}
Direct numerical integration of the two-state equations at this $x$ also gives $P=0.8557$.

\section{Repeated passages}

$P$ is not yet the transmission coefficient. A system that stays on diabat 1 at its first passage climbs that diabat, turns round and meets the crossing again. Assume that it loses no energy between these passages and that their quantum phases average out, so that probabilities can be multiplied. Assume also that a system running down into either well relaxes there before it can return, so that the attempt ends.

Let $X$ be the probability of finally becoming product after such a first failure. On the return, staying on diabat 1 leads back to the reactant. Changing diabat, with probability $P$, puts the system on diabat 2 moving towards smaller $s$. It climbs, turns and arrives once more, now moving towards the product. Staying on diabat 2, with probability $1-P$, completes the hop. Changing to diabat 1, with probability $P$, restores the situation after the first failure. Thus
\begin{equation}
X=P\left[(1-P)+PX\right],\qquad
X=\frac{P(1-P)}{1-P^2}=\frac{P}{1+P}.
\end{equation}
Adding success at the first passage gives
\begin{equation}
\kappa=P+(1-P)X=\frac{P(1+P)+P(1-P)}{1+P}=\frac{2P}{1+P}.
\label{eq:kappa}
\end{equation}
For the given parameters,
\begin{equation}
\kappa=\frac{2\times0.8557}{1.8557}=0.922 .
\end{equation}
The Landau-Zener estimate is therefore $\kappa\simeq0.92$.

\section{Two limits and the hopping rate}

\subsection{Weak coupling}

For $x\ll1$, $P\simeq x$ and $\kappa\simeq2x$. The barrier is then $\lambda/4$. Multiplying by the attempt frequency $\omega/2\pi$ and the Boltzmann factor gives
\begin{equation}
k\simeq2x\frac{\omega}{2\pi}e^{-\lambda/4k_BT}
=\frac{\sqrt\pi\,V^2}{\hbar\sqrt{\lambda k_BT}}\,e^{-\lambda/4k_BT}.
\label{eq:weak}
\end{equation}
The classical golden rule gives the same result. The normalized thermal density of $s$ is $\sqrt{\lambda/\pi k_BT}\,e^{-\lambda s^2/k_BT}$, and the delta function of the gap contributes $1/2\lambda$ at $s=1/2$:
\begin{equation}
\frac{2\pi V^2}{\hbar}\left\langle\delta(E_1-E_2)\right\rangle
=\frac{2\pi V^2}{\hbar}\,\frac{1}{2\lambda}
\sqrt{\frac{\lambda}{\pi k_BT}}\,e^{-\lambda/4k_BT},
\end{equation}
which reduces to \eqref{eq:weak}, the Marcus rate for zero energy offset.

This agreement explains the choice of speed. Trajectories reach the crossing with the flux distribution $(Mv/k_BT)e^{-Mv^2/2k_BT}$, for which
\begin{equation}
\left\langle\frac1v\right\rangle_{\rm flux}
=\frac{M}{k_BT}\int_0^\infty e^{-Mv^2/2k_BT}dv
=\sqrt{\frac{\pi M}{2k_BT}}=\frac1{\bar v}.
\label{eq:flux}
\end{equation}
At weak coupling $P$ is proportional to $1/v$, so $\bar v$ reproduces its thermal average.

\subsection{Strong coupling}

Substituting $P=1-e^{-x}$ into \eqref{eq:kappa} gives
\begin{equation}
1-\kappa=\frac{1-P}{1+P}=\frac{e^{-x}}{2-e^{-x}} .
\end{equation}
For large $x$ the deficit tends to $e^{-x}/2$, half the chance of failing in a single passage. A system that fails once has nearly equal chances of ending on either side.

\subsection{Rate for the given hop}

At $V=0.05$ eV the coupling also lowers the barrier. With $y=s-\frac12$ and $r=\sqrt{\lambda^2y^2+V^2}$, the lower adiabatic energy is
\begin{equation}
E_-=\lambda\left(y^2+\tfrac14\right)-r
=\frac{r^2-V^2}{\lambda}+\frac\lambda4-r .
\end{equation}
Its minima lie at $r=\lambda/2$, provided $V<\lambda/2$, and have energy $-V^2/\lambda$. The top, at $y=0$, has energy $\lambda/4-V$. The barrier is
\begin{equation}
E_b=\frac\lambda4-V+\frac{V^2}{\lambda}
=\frac{(\lambda-2V)^2}{4\lambda}=0.1531\ {\rm eV}.
\end{equation}
The attempt frequency is $1.209\times10^{13}$ s$^{-1}$, so the estimated rate to one neighbour is
\begin{equation}
k=0.922\times1.209\times10^{13}\,e^{-0.1531/0.02585}
\simeq3.0\times10^{10}\ {\rm s}^{-1}.
\end{equation}
This uses $\omega$ for the well frequency and neglects its slight softening by $V$.

\section{How far the estimate can be trusted}

\subsection{The spread of speeds}

At speed $v$ the exponent is $x\bar v/v$, whose flux average is $x$ by \eqref{eq:flux}. With $z=e^{-x}$,
\begin{equation}
\kappa=\frac{2(1-z)}{2-z},\qquad
\frac{d\kappa}{dx}=\frac{2z}{(2-z)^2},\qquad
\frac{d^2\kappa}{dx^2}=-\frac{2z(2+z)}{(2-z)^3}<0 .
\end{equation}
A concave function has an average below its value at the average argument. Averaging $\kappa$ over the thermal flux must therefore lower it, and numerically it becomes 0.835. The single-speed convention thus raises $\kappa$ by about 0.09, so even the first decimal of 0.92 depends on it.

\subsection{Energy at the crossing}

The coupling is $1.93\,k_BT$. Each diabat has slope of magnitude $\lambda$ at the crossing, so over a distance $V/\lambda$, half the width of the mixing region, its energy changes by $V$. This exceeds $k_BT$, the mean kinetic energy in the thermal flux, so the speed is not constant across the mixing region. The comparison does not show how much this alone changes $P$.

The same difficulty appears in the adiabatic picture. The bottom of the upper sheet is at $\lambda/4+V$, which is $2V$ above the top of the lower barrier. Since $Mv\,dv$ is an element of energy, the flux over that barrier is distributed as $e^{-E/k_BT}$ in the excess energy $E$. A fraction $e^{-2V/k_BT}=0.021$ has enough energy to reach the upper sheet classically. The repeated excursions counted in \eqref{eq:kappa} are therefore closed to most reactive trajectories of this model.

\subsection{Quantum motion of the lattice}

The phonon energy is also $1.93\,k_BT$, so tunnelling matters. Its effect can be calculated by treating $s$ as a quantum coordinate with both electronic states present. The potentials are held constant beyond $s=0$ and $s=1$, and a wave is sent in on the lower sheet. If its transmission probability is $\mathcal T(E)$, with $E$ measured from the well bottom,
\begin{equation}
k=\frac{2\sinh(\hbar\omega/2k_BT)}{2\pi\hbar}
\int\mathcal T(E)e^{-E/k_BT}dE .
\end{equation}
The prefactor contains the inverse partition function of the reactant oscillator. At $V=0.001$ eV this rate agrees, to the four decimals printed, with an explicit sum of Franck-Condon factors in which each level is spread over one phonon energy. That sum is 1.89 times the classical golden-rule rate.

At $V=0.05$ eV the two-state calculation gives $3.8\times10^{10}$ s$^{-1}$. The same calculation on the lower sheet alone gives $9.2\times10^{10}$ s$^{-1}$, which is 2.84 times the classical adiabatic rate. Of this, a factor 1.16 comes from the quantum partition function in the prefactor and 2.44 from the transmission. The ratio of the two quantum rates is 0.42. This quantum counterpart of $\kappa$ is less than half the Landau-Zener value.

The ratio should not be read as a probability of jumping to the upper sheet. It contains everything lost when the lower sheet is treated as an ordinary potential. One such term can be found directly. The lower electronic state is a rotation of the diabatic pair by an angle $\varphi$ with $\cot2\varphi=\lambda y/V$, so $|d\varphi/ds|=\lambda/2V$ at the crossing. The kinetic energy of the lattice acts on this rotation too and adds
\begin{equation}
\frac{\hbar^2}{2M}\left(\frac{d\varphi}{ds}\right)^2
=\frac{(\hbar\omega)^2}{4\lambda}\,\frac{\lambda^2}{4V^2}
=\frac{(\hbar\omega)^2\lambda}{16V^2}=0.05\ {\rm eV}
\end{equation}
to the barrier top. This is about $2k_BT$. Adding this term to the lower sheet along the whole path lowers the one-sheet rate to $4.8\times10^{10}$ s$^{-1}$, a factor 0.52. The two-state rate is 0.80 of that corrected rate, near the flux-averaged $\kappa$ of 0.835. The term therefore causes the larger part of the reduction to 0.42.

The full two-state rate is 1.29 times the Landau-Zener rate. The moderate difference results from a partial cancellation: the classical estimate omits tunnelling, which raises the rate, and overstates the electronic factor. With the other inputs fixed the ratio stays between 1.28 and 1.35 at $V=0.02$, 0.08 and 0.12 eV, but it is 1.89 at $V=0.001$ eV, and about 0.92 for $\hbar\omega=12.5$ meV and $V=0.025$ eV, which have the same $x$.

\section{Relation to oxide memory layers}

The parameters are illustrative values for small-polaron hopping between neighbouring cations in a transition-metal oxide, and are not a fit to one compound. The coupling depends on orbital overlap and hence on bond geometry, so it can differ from one pair of cations to another. With the other inputs fixed, $V=0.04$ eV gives $\kappa=0.83$ and $V=0.06$ eV gives 0.97. Heating to 358 K at fixed $V$ changes $\kappa$ only to 0.91.

A field of 1 MV/cm along a hop of 0.3 nm lowers the product by 0.03 eV. The gap gains a constant, but its slope remains $2\lambda$, so $x$ is unchanged. The counting of passages also remains valid while the crossing lies between the two minima, which requires an energy drop smaller than $\lambda$. The adiabatic barrier falls to 0.139 eV, and with $\kappa$ held fixed the forward rate rises by a factor of 1.76.

Real layers also have site disorder, several phonon modes, lattice friction and a coupling that varies with the distortion. Disorder in bond geometry acts partly through $V$. The values above show how $\kappa$ responds if $V$ changes by 20 per cent; the actual spread of $V$ in a layer is not estimated here, and neither are the other effects. For this model, $\kappa\simeq0.92$ is the result of the stated Landau-Zener convention; it should not be used as a measure of how accurately the hop follows the lower sheet, for which the quantum ratio is 0.42 with the sheet as an ordinary potential and 0.80 with the rotation term added to it.

\section*{Numbers as computed}
\begin{verbatim}
reorganization energy            0.800 eV
electronic coupling              0.050 eV
phonon energy                    0.050 eV
temperature                      300 K
thermal energy kB T              0.025852 eV
sqrt(lambda kB T)                0.143811 eV
angular frequency                7.5963e+13 rad/s
attempt frequency                1.2090e+13 1/s
mean speed in s                  7.7043e+12 1/s
gap sweep rate                   1.2327e+13 eV/s
Landau-Zener exponent x          1.9360
exp(-x)                          0.1443
single-passage P, formula        0.8557
single-passage P, integrated     0.8557
transmission coefficient kappa   0.9223
diabatic crossing energy         0.2000 eV
adiabatic barrier                0.153125 eV
hopping rate with kappa          2.985e+10 1/s
weak-coupling test V             0.0010 eV
weak rate, LZ / classical golden 0.99983
weak rate, scattering / FC sum   1.0000
weak rate, FC sum / classical    1.889
kappa averaged over thermal flux 0.8354
V / kB T                         1.934
phonon energy / kB T             1.934
flux share reaching upper sheet  0.0209
quantum rate, two states         3.842e+10 1/s
quantum rate, lower sheet only   9.203e+10 1/s
quantum counterpart of kappa     0.417
lower sheet, quantum / classical 2.844
two-state quantum / LZ rate      1.287
grid change of two-state rate    8.5e-06
kappa at V = 0.040 eV          0.8306
kappa at V = 0.060 eV          0.9682
kappa at 358 K                   0.9071
field                            1.0 MV/cm
hop length                       0.3 nm
energy drop along hop            0.030 eV
adiabatic barrier in field       0.1386 eV
forward rate factor from field   1.756
\end{verbatim}
